# The Breit operator as Gaunt plus gauge term, and Darwin's Lagrangian, part 2

The magnetic interaction of two electrons can be represented by the Gaunt operator $G$ or the Breit operator $B=G+W$. The question here is when matrix elements of the gauge term $W$ vanish, and what $W$ does to the first-order energy of electrons in 1s and 2s orbitals with parallel angular momenta.

Hartree atomic units are used, with the speed of light $c$ written out. The electrons are at $\mathbf r_1$ and $\mathbf r_2$, at distances $r_1$, $r_2$ and in directions $\hat{\mathbf r}_1$, $\hat{\mathbf r}_2$ from the nucleus; $r_<$ and $r_>$ are the smaller and larger of $r_1$, $r_2$. Their separation is $\mathbf r=\mathbf r_1-\mathbf r_2$, with $r=|\mathbf r|$ and $\hat{\mathbf r}=\mathbf r/r$. The Dirac matrices $\boldsymbol\alpha_n,\beta_n$ of different electrons commute. Repeated Cartesian indices are summed.

The operator identity is

$$
-\frac{1}{2r}\left[\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2+(\boldsymbol\alpha_1\cdot\hat{\mathbf r})(\boldsymbol\alpha_2\cdot\hat{\mathbf r})\right]
=-\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2}{r}
-\frac12(\boldsymbol\alpha_1\cdot\nabla_1)(\boldsymbol\alpha_2\cdot\nabla_2)\,r .
\tag{1}
$$

The left side is $B$; the terms on the right are $G$ and $W$, in that order. The gradients in $W$ act on $r$ alone. The tensor in $B$ has zero divergence, with no delta function at $r=0$:

$$
\partial_i\frac{\delta_{ij}+\hat r_i\hat r_j}{r}=0.
\tag{4}
$$

Classically, for slow charges $q_1,q_2$ with velocities $\mathbf v_1,\mathbf v_2$, expanding the retarded Lorenz-gauge potentials gives the interaction Lagrangian

$$
L_{\rm int}=q_1q_2\left[-\frac1r-\frac{1}{2c^2}\partial_t^2r+\frac{\mathbf v_1\cdot\mathbf v_2}{c^2r}\right]+O(c^{-3}),
\tag{7}
$$

where $\partial_t$ holds $\mathbf r_1$ fixed. $W$ corresponds to the retardation term after a total time derivative is dropped. A small change $\delta L$ in a Lagrangian changes the Hamiltonian by $-\delta L$ to first order. The final list of values includes numerical tests of this rule and of the retardation expansion.

### The gauge term as a double commutator

Let both electrons have the one-electron Hamiltonian

$$
h_n=c\boldsymbol\alpha_n\cdot\mathbf p_n+\beta_nc^2+V(\mathbf r_n),\qquad n=1,2,
$$

with a local potential $V$. The terms $\beta_2c^2$ and $V(\mathbf r_2)$ commute with the function $r$. Since $\mathbf p_2=-i\nabla_2$, the kinetic term gives

$$
[h_2,r]=-ic\,\boldsymbol\alpha_2\cdot(\nabla_2r).
$$

Take the commutator with $h_1$. The matrices of electron 1 commute with $\boldsymbol\alpha_2$, and $V(\mathbf r_1)$ commutes with a function of position. Once more the kinetic term alone contributes:

$$
[h_1,[h_2,r]]=(-ic)^2(\boldsymbol\alpha_1\cdot\nabla_1)(\boldsymbol\alpha_2\cdot\nabla_2)r
=-c^2(\boldsymbol\alpha_1\cdot\nabla_1)(\boldsymbol\alpha_2\cdot\nabla_2)r .
$$

Dividing by $2c^2$ gives

$$
W=\frac{1}{2c^2}[h_1,[h_2,r]].
\tag{12}
$$

Let $a,b,c',d$ be bound orbitals of $h$ with energies $\varepsilon$; the prime distinguishes an orbital from the speed of light. In $\langle ab|X|c'd\rangle$, electron 1 goes from $c'$ to $a$ and electron 2 from $d$ to $b$. In each commutator, $h$ acts to the left in one term and to the right in the other, so

$$
\langle ab|W|c'd\rangle
=\frac{(\varepsilon_a-\varepsilon_{c'})(\varepsilon_b-\varepsilon_d)}{2c^2}\,
\langle ab|r|c'd\rangle .
\tag{13}
$$

Two cases follow. A direct element has $c'=a$ and $d=b$, and both energy differences are zero. An exchange element has $c'=b$ and $d=a$, so that

$$
\langle ab|W|ba\rangle=-\frac{(\varepsilon_a-\varepsilon_b)^2}{2c^2}\langle ab|r|ba\rangle .
\tag{14}
$$

For two electrons in the 1s shell of the same $h$, all four energies are equal. The first-order gauge energy vanishes, and Gaunt and Breit give the same first-order energy.

### Where the no-pair projectors enter

The Dirac Hamiltonian also has negative-energy states. In no-pair theory the electron-electron interaction stands between projectors $\Lambda_+$ onto the positive-energy states of a chosen one-electron Hamiltonian. If that Hamiltonian is the $h$ used above, a positive-energy orbital satisfies $\Lambda_+|a\rangle=|a\rangle$. Projection then leaves the elements (13) between such orbitals unchanged.

The condition that $V$ be local matters. A nonlocal exchange operator $K$ acts as $(K\psi)(\mathbf x)=\int K(\mathbf x,\mathbf x')\psi(\mathbf x')\,d^3x'$. For electron 1, with electron 2 held at $\mathbf r_2$, its commutator with the distance has the kernel

$$
K(\mathbf x,\mathbf x')\left(|\mathbf x'-\mathbf r_2|-|\mathbf x-\mathbf r_2|\right),
$$

which is not zero in general. Then (12) acquires extra terms, and (13) cannot be used with Dirac-Hartree-Fock orbital energies as it stands. The operator identity (1) is unaffected, since it contains no orbital Hamiltonian.

### Currents of two s orbitals

To see what the gauge term removes, consider two $s_{1/2}$ orbitals $a$ and $b$ with the same spin direction $\hat{\mathbf z}$. Each has the form

$$
\varphi=\frac1\rho\begin{pmatrix}P\chi\\-iQ\,\sigma_\rho\chi\end{pmatrix},
\qquad
\sigma_\rho=\boldsymbol\sigma\cdot\hat{\boldsymbol\rho},
\tag{15}
$$

where $\rho$ and $\hat{\boldsymbol\rho}$ are the distance and direction from the nucleus, $P$ and $Q$ are real radial functions, and $\chi$ is the spin-up spinor divided by $\sqrt{4\pi}$. Because $\boldsymbol\alpha$ joins upper to lower components,

$$
\varphi_a^\dagger\boldsymbol\alpha\varphi_b
=\frac{i}{\rho^2}\left[Q_aP_b\,\chi^\dagger\sigma_\rho\boldsymbol\sigma\chi
-P_aQ_b\,\chi^\dagger\boldsymbol\sigma\sigma_\rho\chi\right].
$$

The product rule for Pauli matrices gives $\boldsymbol\sigma\sigma_\rho=\hat{\boldsymbol\rho}+i\hat{\boldsymbol\rho}\times\boldsymbol\sigma$ and $\sigma_\rho\boldsymbol\sigma=\hat{\boldsymbol\rho}-i\hat{\boldsymbol\rho}\times\boldsymbol\sigma$. Also $\chi^\dagger\boldsymbol\sigma\chi=\hat{\mathbf z}/4\pi$. Hence

$$
\varphi_a^\dagger\boldsymbol\alpha\varphi_b
=\frac{1}{4\pi\rho^2}\left[iS_{ab}\hat{\boldsymbol\rho}
+M_{ab}\,\hat{\boldsymbol\rho}\times\hat{\mathbf z}\right],
\tag{16}
$$

with $S_{ab}=Q_aP_b-P_aQ_b$ and $M_{ab}=P_aQ_b+Q_aP_b$. The first part of the current is radial. The second circulates about the spin axis. Exchanging the orbitals reverses $S_{ab}$ and leaves $M_{ab}$ unchanged. In particular $S_{aa}=0$, so a single orbital has no radial current.

### Which current the gauge term sees

The circulating current runs along circles about $\hat{\mathbf z}$, and its size does not depend on the angle around the axis. Its divergence is therefore zero. Integration by parts transfers a gradient in $W$ from $r$ to this current and gives zero. The gauge term thus has no contribution in which either current is circulating.

For two radial currents, $\hat{\mathbf r}_1\cdot\nabla_1$ and $\hat{\mathbf r}_2\cdot\nabla_2$ are derivatives with respect to $r_1$ and $r_2$ at fixed directions. Let $u=\hat{\mathbf r}_1\cdot\hat{\mathbf r}_2$, and let angle brackets with the subscript $u$ denote $\tfrac12\int_{-1}^{1}du$. Then

$$
\begin{aligned}
\langle r\rangle_u
&=\frac12\int_{-1}^{1}\sqrt{r_1^2+r_2^2-2r_1r_2u}\,du\\
&=\frac{(r_1+r_2)^3-|r_1-r_2|^3}{6r_1r_2}
=r_>+\frac{r_<^2}{3r_>}.
\end{aligned}
$$

Differentiating with respect to $r_<$ gives $2r_</(3r_>)$, and then with respect to $r_>$ gives $-2r_</(3r_>^2)$. The first derivative is continuous at $r_1=r_2$, where it equals $2/3$ from either side, so no delta function appears. The radial kernel of $W$ is $-\tfrac12$ times the mixed derivative:

$$
k(r_1,r_2)=\frac{r_<}{3r_>^2}.
$$

For Gaunt the radial kernel is $-\langle u/r\rangle_u$. The Legendre expansion $1/r=\sum_l(r_<^l/r_>^{l+1})P_l(u)$ and $\langle u^2\rangle_u=1/3$ give $\langle u/r\rangle_u=k$. The Gaunt kernel is therefore $-k$, and the two cancel in $B$.

The reason can be seen without the kernels. A spherically symmetric radial current is the gradient of a function of distance. The Breit tensor has zero divergence, so integration by parts makes its coupling to such a gradient vanish. The Gaunt tensor lacks that property, and $W$ supplies what is missing.

### The energy of the parallel 1s2s state

Let $a$ be 1s and $b$ be 2s. With parallel angular momenta they form a single determinant with $J=1$, $M=1$. The first-order energy of an interaction $X$ is $\langle ab|X|ab\rangle-\langle ab|X|ba\rangle$. Define

$$
I[f,g]=\int_0^\infty\!\!\int_0^\infty f(r_1)g(r_2)\,k(r_1,r_2)\,dr_1dr_2 .
$$

For two circulating currents, average over the direction $\hat{\mathbf r}_1$ first. The average of $\hat{\mathbf r}_1/r$ is $k\hat{\mathbf r}_2$, by symmetry and the value of $\langle u/r\rangle_u$. There remains $|\hat{\mathbf r}_2\times\hat{\mathbf z}|^2=\sin^2\theta_2$, whose average over directions is $2/3$. The Gaunt kernel is thus $-\tfrac23k$. A radial and a circulating current do not couple, because $\hat{\mathbf r}_2\cdot(\hat{\mathbf r}_2\times\hat{\mathbf z})=0$.

In the exchange element the radial factors are $(iS_{ab})(iS_{ba})=+S_{ab}S_{ab}$, since $S_{ba}=-S_{ab}$. The elements are

$$
\begin{aligned}
\langle ab|G|ab\rangle&=-\tfrac23I[M_{aa},M_{bb}],\\
\langle ab|G|ba\rangle&=-I[S_{ab},S_{ab}]-\tfrac23I[M_{ab},M_{ab}],\\
\langle ab|W|ab\rangle&=0,\qquad
\langle ab|W|ba\rangle=I[S_{ab},S_{ab}].
\end{aligned}
\tag{17}
$$

Subtracting exchange from direct and adding $G$ and $W$ gives

$$
E_B=\tfrac23\left\{I[M_{ab},M_{ab}]-I[M_{aa},M_{bb}]\right\}.
\tag{18}
$$

### Why so little remains at small nuclear charge

At leading order in $1/c$, the lower component of a positive-energy orbital is $\boldsymbol\sigma\cdot\mathbf p/(2c)$ acting on the upper one. With $f=P/\rho$, this gives $Q=(\rho/2c)f'$, and therefore

$$
M_{ab}=\frac{\rho^2}{2c}(f_af_b)' .
$$

Consider two such functions, $M_n=(\rho^2/2c)F_n'$ with $n=1,2$. Splitting the inner integral at $r_2=r_1$ gives

$$
I[M_1,M_2]=\frac{1}{12c^2}\int_0^\infty r_1^2F_1'(r_1)
\left[\frac{1}{r_1^2}\int_0^{r_1}r_2^3F_2'\,dr_2
+r_1\int_{r_1}^{\infty}F_2'\,dr_2\right]dr_1 .
$$

Integrate by parts in the first inner integral. The bracket becomes

$$
r_1F_2(r_1)-\frac{3}{r_1^2}\int_0^{r_1}r_2^2F_2\,dr_2-r_1F_2(r_1).
$$

The outer terms cancel. A second integration by parts, now over $r_1$, has no boundary term and gives

$$
I[M_1,M_2]=\frac{1}{4c^2}\int_0^\infty \rho^2F_1F_2\,d\rho .
$$

For the direct element $F_1=f_a^2$ and $F_2=f_b^2$. For exchange $F_1=F_2=f_af_b$. The product $F_1F_2=f_a^2f_b^2$ is the same, so (18) vanishes at order $1/c^2$.

The radial integral does not share this cancellation. For hydrogen-like orbitals lengths scale as $1/Z$, where $Z$ is the nuclear charge, and at leading order $I[S_{ab},S_{ab}]$ is proportional to $Z^3/c^2$. Relativistic corrections to these orbitals bring a relative factor $(Z/c)^2$, so the ratio of Breit to Gaunt energy should grow as $Z^2$ at small $Z$. The program tests this: from $Z=5$ to $Z=10$ the ratio grows by 4.006.

### Worked example

The orbitals are Dirac-Coulomb orbitals of a point nucleus, with $c=137.036$. The energies below exclude the rest energy $c^2$. For $Z=10$,

$$
\varepsilon_a=-50.06674,\qquad
\varepsilon_b=-12.52086,\qquad
\varepsilon_a-\varepsilon_b=-37.54588\ \text{hartree}.
$$

The exchange element of the distance is $-0.00455771$ bohr. It may be negative because it is formed with the product $\varphi_a^\dagger\varphi_b$, which integrates to zero; it is not a mean separation. From (14),

$$
\langle ab|W|ba\rangle
=\frac{(37.54588)^2\times0.00455771}{2(137.036)^2}
=1.7107\times10^{-4}\ \text{hartree}.
$$

Direct quadrature over the currents gives the same value. The two routes share the orbitals but use different operators, so their agreement tests (14).

The other elements at both nuclear charges are, in hartree:

| Quantity | $Z=10$ | $Z=50$ |
|---|---:|---:|
| Gaunt direct | $-4.3954\times10^{-4}$ | $-0.059098$ |
| Gaunt exchange, radial | $-1.7107\times10^{-4}$ | $-0.023426$ |
| Gaunt exchange, circulating | $-4.3932\times10^{-4}$ | $-0.058315$ |
| Gauge exchange | $+1.7107\times10^{-4}$ | $+0.023426$ |

For $Z=10$, direct minus exchange gives the Gaunt energy

$$
(-4.3954+1.7107+4.3932)\times10^{-4}
=1.7085\times10^{-4}\ \text{hartree},
$$

in agreement with the unrounded result $1.7084\times10^{-4}$. The gauge energy is $-1.7107\times10^{-4}$ hartree. Their sum, taken before rounding, is $-2.26\times10^{-7}$ hartree, or $-6.1\times10^{-6}$ eV.

For $Z=50$ the Gaunt energy is $0.022643$ hartree and the gauge energy is $-0.023426$ hartree. The Breit energy is $-7.83\times10^{-4}$ hartree, or $-0.0213$ eV. Its magnitude is 3.5 per cent of the Gaunt energy, compared with 0.13 per cent at $Z=10$. For scale, the first-order Coulomb repulsion is 9.951 hartree at $Z=50$.

### How far these numbers can be trusted

These are first-order energies of the stated operators in fixed orbitals. They leave out orbital relaxation, electron correlation, nuclear size and radiative corrections. They also leave out the frequency dependence of photon exchange. The expansion behind (7) needs $\omega r/c$ to be small. Here $\omega$, the orbital energy difference, scales as $Z^2$, and $r$ scales as $1/Z$, so the parameter is of order $Z/c$. Corrections of relative order $(Z/c)^2$ to individual elements are of the same order in $Z/c$ as the small Breit remainder found here. In the Coulomb gauge the real part of this frequency correction is about $+1.5\times10^{-7}$ hartree at $Z=10$, which removes roughly two thirds of the remainder. Correlation matters more. The cancellation at order $1/c^2$ relies on a single determinant of s orbitals, and a correlated wave function brings back an orbit-orbit term at that order. At $Z=10$ this term is about $-8\times10^{-6}$ hartree, more than thirty times the remainder. The remainder is therefore the value of a defined operator in fixed orbitals, not a prediction of the Breit shift of the real level.

The near cancellation was derived here for two different s orbitals of the same $h$ with parallel angular momenta. It is not a general estimate of the Breit interaction. The numerical checks of the operator identity, the classical expansion and the first-order energies are in the numerical check.

## Values computed for the example and the checks

```
speed of light c = 137.035999 a.u.
1 hartree = 27.211386 eV
test separation r = 3.0000 bohr
largest error of 16x16 identity = 2.4e-08 hartree
Gaunt coefficient, any direction = -0.333333 hartree
gauge coefficient along r = 0.000000 hartree
gauge coefficient across r = 0.166667 hartree
Breit coefficient along r = -0.333333 hartree
Breit coefficient across r = -0.166667 hartree
retardation error ratio, c doubled = 7.993 (no unit)
Legendre error ratio, delta L halved = 3.992 (no unit)
--- nuclear charge Z = 10 ---
1s energy minus c^2 = -50.06674 hartree
2s energy minus c^2 = -12.52086 hartree
Coulomb direct = 2.104029 hartree
Coulomb exchange = 0.220633 hartree
exchange element of r = -0.004557712 bohr
gauge exchange, energy form = 0.0001710694 hartree
gauge exchange, current form = 0.0001710694 hartree
Gaunt direct = -0.0004395428 hartree
Gaunt exchange, radial = -0.0001710694 hartree
Gaunt exchange, circulating = -0.0004393169 hartree
Gaunt energy of 1s2s J=1 = 0.0001708435 hartree
gauge energy of 1s2s J=1 = -0.0001710694 hartree
Breit energy of 1s2s J=1 = -2.258827e-07 hartree
Coulomb energy J-K = 1.883396 hartree
Breit energy in eV = -6.1466e-06 eV
Breit/Gaunt = -0.00132 (no unit)
--- nuclear charge Z = 50 ---
1s energy minus c^2 = -1294.626 hartree
2s energy minus c^2 = -326.4948 hartree
Coulomb direct = 11.20989 hartree
Coulomb exchange = 1.259027 hartree
exchange element of r = -0.0009387238 bohr
gauge exchange, energy form = 0.02342648 hartree
gauge exchange, current form = 0.02342648 hartree
Gaunt direct = -0.0590981 hartree
Gaunt exchange, radial = -0.02342648 hartree
Gaunt exchange, circulating = -0.0583149 hartree
Gaunt energy of 1s2s J=1 = 0.02264329 hartree
gauge energy of 1s2s J=1 = -0.02342648 hartree
Breit energy of 1s2s J=1 = -0.0007831965 hartree
Coulomb energy J-K = 9.950862 hartree
Breit energy in eV = -0.021312 eV
Breit/Gaunt = -0.03459 (no unit)
Breit/Gaunt growth from Z=5 to Z=10 = 4.0056 (no unit)
```
